# Why Compressive Strain Lowers Transparency Density: Lighter Holes, Not Equal Masses: test program

```python
"""Transparency density of a two-dimensional laser medium.

Result under test: with one electron band (mass m_c) and one hole band
(mass m_v = r m_c), gain starts at density n = y N_c, where
    exp(-y) + exp(-y/r) = 1,   N_c = m_c kT / (pi hbar^2).
At fixed m_c, y rises with r at every r. Equal masses give the least density
only at fixed reduced mass, and the largest scaled differential gain.
A heavy-light hole splitting Delta (raised by compression) lowers the density;
this is tested with a four-band Luttinger Hamiltonian.
Energies inside the program are in units of kT unless a name says meV.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, lambertw

temperature = 300.0          # K
electron_mass = 0.05         # units of the free electron mass
gamma1, gamma2 = 7.0, 2.5    # Luttinger parameters, spherical model
kT_joule = const.k * temperature
kT_meV = 1e3 * kT_joule / const.e
# m0 kT/(pi hbar^2) in units of 1e12 per cm^2
unit_density = const.m_e * kT_joule / (np.pi * const.hbar**2) * 1e-16
N_c = electron_mass * unit_density


def gauss_grid(upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


energy_grid, energy_weight = gauss_grid(80.0, 500)


def carriers(eta, mass_ratio):
    """Density over N_c by quadrature of the Fermi function."""
    return mass_ratio * np.sum(energy_weight * expit(eta - energy_grid))


def fermi_levels(y, r):
    eta_c = brentq(lambda e: carriers(e, 1.0) - y, -30, 30, xtol=1e-13)
    eta_h = brentq(lambda e: carriers(e, r) - y, -30, 30, xtol=1e-13)
    return eta_c, eta_h


def transparency(r):
    """Derived law: root of exp(-y) + exp(-y/r) = 1."""
    return brentq(lambda y: np.exp(-y) + np.exp(-y / r) - 1,
                  1e-9, 60, xtol=1e-14)


# Sign of emission minus absorption against the quasi-Fermi separation
rng = np.random.default_rng(4)
E_c, E_v, F_c, F_v = rng.uniform(-4, 4, (4, 5000))
occ_c, occ_v = expit(F_c - E_c), expit(F_v - E_v)
net_emission = occ_c * (1 - occ_v) - occ_v * (1 - occ_c)
assert np.all(np.sign(net_emission) == np.sign((F_c - F_v) - (E_c - E_v)))

# Onset of gain anywhere in the spectrum, from quadrature and a k scan
kinetic = np.linspace(0, 20, 2001)    # electron kinetic energy at wavevector k


def best_inversion(y, r):
    eta_c, eta_h = fermi_levels(y, r)
    return np.max(expit(eta_c - kinetic) + expit(eta_h - kinetic / r) - 1)


def edge_inversion(y, r):
    eta_c, eta_h = fermi_levels(y, r)
    return expit(eta_c) + expit(eta_h) - 1


ratios = [0.5, 1.0, 2.0, 5.0, 10.0]
rows = []
for r in ratios:
    y = transparency(r)
    y_scan = brentq(lambda v: best_inversion(v, r), 0.05, 8, xtol=1e-10)
    assert abs(y - y_scan) < 1e-6
    f_c, f_h = np.exp(-y / r), np.exp(-y)
    level = np.log(f_c / f_h)
    assert abs(level - fermi_levels(y, r)[0]) < 1e-7
    step = 1e-4
    slope = (transparency(r + step) - transparency(r - step)) / (2 * step)
    assert abs(slope - y * f_c / (r**2 * f_h + r * f_c)) < 1e-6
    gain_slope = (r * f_h + f_c) / (1 + r)
    numeric = (edge_inversion(y + step, r)
               - edge_inversion(y - step, r)) / (2 * step)
    assert abs(gain_slope - r / (1 + r) * numeric) < 1e-6
    assert abs(transparency(1 / r) - y / r) < 1e-10
    fixed_mu = y * (1 + r) / r / (2 * np.log(2))
    rows.append((r, y, y * N_c, f_c, f_h, level * kT_meV,
                 fixed_mu, gain_slope))

assert abs(transparency(1.0) - np.log(2)) < 1e-12
assert abs(transparency(2.0) - 2 * np.log((1 + 5**0.5) / 2)) < 1e-12

# What is extremal at equal masses, and what is not
scan = np.logspace(-2, 2, 401)        # the middle point is r = 1
y_curve = np.array([transparency(r) for r in scan])
fixed_reduced = y_curve * (1 + scan) / scan
fixed_product = y_curve / np.sqrt(scan)
gain_curve = (scan * np.exp(-y_curve) + np.exp(-y_curve / scan)) / (1 + scan)
assert np.all(np.diff(y_curve) > 0)
assert np.argmin(fixed_reduced) == 200
assert np.argmax(fixed_product) == 200
assert np.argmax(gain_curve) == 200

# Heavy-hole limit: Lambert function and its leading correction
r_large = 1000.0
W = lambertw(r_large).real
correction = W**2 / (2 * r_large * (1 + W))
assert abs((transparency(r_large) - W) / correction - 1) < 0.05

# Four-band hole Hamiltonian from spin-3/2 matrices, wavevector along x
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1)
J_x = 0.5 * (raising + raising.T)
J_z = np.diag(m)
identity = np.eye(4)


def hole_energies(K, splitting):
    """Hole energies from the top edge; K = hbar^2 k^2 / (2 m0)."""
    kinetic_part = ((gamma1 + 2.5 * gamma2) * identity
                    - 2 * gamma2 * J_x @ J_x)
    split_part = 0.5 * splitting * (2.25 * identity - J_z @ J_z)
    return np.linalg.eigvalsh(K[:, None, None] * kinetic_part + split_part)


K_grid, K_weight = gauss_grid(25.0, 1000)
for delta in (0.0, 1.0, 6.0):
    root = np.sqrt((delta / 2 - gamma2 * K_grid)**2
                   + 3 * gamma2**2 * K_grid**2)
    middle = gamma1 * K_grid + delta / 2
    bands = hole_energies(K_grid, delta)
    assert np.allclose(bands[:, 0], middle - root, atol=1e-9)
    assert np.allclose(bands[:, 2], middle + root, atol=1e-9)
tiny = np.array([1e-5])
edge_slope = hole_energies(tiny, 25 / kT_meV)[0, 0] / tiny[0]
assert abs(edge_slope - (gamma1 + gamma2)) < 1e-3
assert np.all(hole_energies(K_grid, 2.0)
              - hole_energies(K_grid, 1.0) > -1e-10)


def strained_transparency(delta_meV):
    """Return y and the share of holes in the lower valence band."""
    bands = hole_energies(K_grid, delta_meV / kT_meV)

    def hole_parts(eta):
        # each band is a Kramers pair; the prefactor already holds both spins
        return [np.sum(K_weight * expit(eta - bands[:, i])) for i in (0, 2)]

    eta = brentq(lambda e: electron_mass * np.logaddexp(0, e)
                 - sum(hole_parts(-e)), -15, 15, xtol=1e-12)
    parts = hole_parts(-eta)
    return np.logaddexp(0, eta), parts[1] / sum(parts)


heavy_mass = 1 / (gamma1 - 2 * gamma2)
light_mass = 1 / (gamma1 + 2 * gamma2)
strained_mass = 1 / (gamma1 + gamma2)
r_zero = (heavy_mass + light_mass) / electron_mass
r_limit = strained_mass / electron_mass
splittings = [0.0, 25.0, 50.0, 100.0, 200.0]
strained = [strained_transparency(d) for d in splittings]
y_strained = np.array([item[0] for item in strained])
assert abs(y_strained[0] - transparency(r_zero)) < 1e-5
assert np.all(np.diff(y_strained) < 0)
assert np.all(y_strained > transparency(r_limit))
y_far = strained_transparency(5000.0)[0]
assert abs(y_far / transparency(r_limit) - 1) < 0.005

print(f"temperature = {temperature:.0f} K, kT = {kT_meV:.3f} meV")
print(f"electron mass = {electron_mass:.3f} m0")
print(f"N_c = {N_c:.4f} (1e12 cm^-2)")
print("Single hole band, fixed electron mass")
print("n in 1e12 cm^-2; level = electron quasi-Fermi level above edge, meV")
print("q = density / equal-mass density at same reduced mass")
print("D = scaled differential gain; y, f_c, f_h, q, D dimensionless")
print("   r       y       n     f_c     f_h   level      q       D")
for row in rows:
    print("{:4.1f} {:7.4f} {:7.4f} {:7.4f} {:7.4f} {:7.2f} {:7.4f} {:7.4f}"
          .format(*row))
print(f"Lambert estimate of y at r = 10: {lambertw(10).real:.4f}")
print(f"y at r = 1000: {transparency(1000):.4f}, Lambert: {W:.4f}")
print(f"y/sqrt(r) at r = 1: {transparency(1):.4f}, "
      f"at r = 10: {transparency(10) / 10**0.5:.4f}")
print(f"Luttinger parameters: gamma1 = {gamma1}, gamma2 = {gamma2}")
print(f"in-plane masses at zero splitting: {heavy_mass:.4f} m0, "
      f"{light_mass:.4f} m0")
print(f"top-edge mass with splitting: {strained_mass:.4f} m0")
print(f"mass ratio, both bands at zero splitting: {r_zero:.3f}")
print(f"mass ratio, large-splitting limit: {r_limit:.3f}")
print("Four-band result: splitting in meV, n in 1e12 cm^-2")
print("Delta      y       n   lower-band share  equivalent r")
for d, (y, share) in zip(splittings, strained):
    r_equivalent = -y / np.log(-np.expm1(-y))
    print(f"{d:5.0f} {y:7.4f} {y * N_c:7.4f} {share:12.4f} "
          f"{r_equivalent:14.3f}")
print(f"large-splitting limit: y = {transparency(r_limit):.4f}, "
      f"n = {transparency(r_limit) * N_c:.4f} (1e12 cm^-2)")
print(f"density at 100 meV / density at 0 meV = "
      f"{y_strained[3] / y_strained[0]:.4f}")
print("every check passed")
```

Output:

```
temperature = 300 K, kT = 25.852 meV
electron mass = 0.050 m0
N_c = 0.5400 (1e12 cm^-2)
Single hole band, fixed electron mass
n in 1e12 cm^-2; level = electron quasi-Fermi level above edge, meV
q = density / equal-mass density at same reduced mass
D = scaled differential gain; y, f_c, f_h, q, D dimensionless
   r       y       n     f_c     f_h   level      q       D
 0.5  0.4812  0.2598  0.3820  0.6180  -12.44  1.0414  0.4607
 1.0  0.6931  0.3743  0.5000  0.5000    0.00  1.0000  0.5000
 2.0  0.9624  0.5197  0.6180  0.3820   12.44  1.0414  0.4607
 5.0  1.4060  0.7592  0.7549  0.2451   29.08  1.2171  0.3301
10.0  1.8023  0.9732  0.8351  0.1649   41.93  1.4301  0.2258
Lambert estimate of y at r = 10: 1.7455
y at r = 1000: 5.2518, Lambert: 5.2496
y/sqrt(r) at r = 1: 0.6931, at r = 10: 0.5699
Luttinger parameters: gamma1 = 7.0, gamma2 = 2.5
in-plane masses at zero splitting: 0.5000 m0, 0.0833 m0
top-edge mass with splitting: 0.1053 m0
mass ratio, both bands at zero splitting: 11.667
mass ratio, large-splitting limit: 2.105
Four-band result: splitting in meV, n in 1e12 cm^-2
Delta      y       n   lower-band share  equivalent r
    0  1.8968  1.0242       0.1429         11.667
   25  1.5742  0.8500       0.1433          6.782
   50  1.3526  0.7303       0.1012          4.521
  100  1.1311  0.6108       0.0284          2.903
  200  1.0281  0.5552       0.0009          2.323
large-splitting limit: y = 0.9847, n = 0.5317 (1e12 cm^-2)
density at 100 meV / density at 0 meV = 0.5963
every check passed
```
